# The Diamagnetic Shift of an Exciton and the Radius It Reveals: verification in Python

```python
# Result under test: an exciton state with L_z = 0 and zero pseudomomentum in a
# weak field B shifts by e^2 B^2 <rho^2> / (8 mu).
# rho: electron-hole separation perpendicular to B; mu: reduced mass.
# Hydrogenic 1s: <rho^2> = 3 a^2/8 in two dimensions, 2 a^2 in three.
# Exciton Rydberg units: length a (Bohr radius), energy Ry = hbar^2/(2 mu a^2),
# gamma = e B a^2/hbar; relative Hamiltonian -Laplacian + V + gamma^2 rho^2/4.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import (eval_genlaguerre, eval_legendre, poch,
                           roots_laguerre)

# --- Two-particle Hamiltonian against the relative Hamiltonian (hbar = e = 1)
xe, ye, xh, yh = sp.symbols("xe ye xh yh", real=True)
mass_e, mass_h, field = sp.Integer(2), sp.Integer(5), sp.Integer(3)
x, y = xe - xh, ye - yh
X = (mass_e * xe + mass_h * xh) / (mass_e + mass_h)
Y = (mass_e * ye + mass_h * yh) / (mass_e + mass_h)
phi = (1 + x + 2 * sp.I * y + x**2 * y) * sp.exp(-x**2 / 2 - y**2 / 3)
phase = sp.exp(sp.I * field * (x * Y - y * X) / 2)


def kinetic(f, qx, qy, charge, mass):
    total = 0
    for q, A in ((qx, -field * qy / 2), (qy, field * qx / 2)):
        pf = -sp.I * sp.diff(f, q) - charge * A * f
        total += (-sp.I * sp.diff(pf, q) - charge * A * pf) / (2 * mass)
    return total


two_body = (kinetic(phase * phi, xe, ye, -1, mass_e)
            + kinetic(phase * phi, xh, yh, 1, mass_h)) / phase
inverse_mu = 1 / mass_e + 1 / mass_h
Lz_phi = -sp.I * (x * sp.diff(phi, ye) - y * sp.diff(phi, xe))
relative = (-inverse_mu * (sp.diff(phi, xe, 2) + sp.diff(phi, ye, 2)) / 2
            + field * (1 / mass_e - 1 / mass_h) * Lz_phi / 2
            + field**2 * inverse_mu * (x**2 + y**2) * phi / 8)
for values in ((0.3, -0.4, 0.9, 0.2), (-0.7, 0.5, 0.1, 1.1)):
    point = dict(zip((xe, ye, xh, yh), values))
    left = complex(sp.N(two_body.subs(point)))
    right = complex(sp.N(relative.subs(point)))
    assert abs(left - right) < 1e-9 * (1 + abs(right))

# --- Closed forms: averages and first-order wave functions f * psi0
r = sp.symbols("r", positive=True)
c = sp.symbols("c", real=True)  # cosine of the polar angle


def mean_2d(g):
    return 16 * sp.integrate(sp.expand(g * r) * sp.exp(-4 * r), (r, 0, sp.oo))


def mean_3d(g):
    angular = sp.integrate(sp.expand(g * r**2), (c, -1, 1))
    return 2 * sp.integrate(sp.expand(angular) * sp.exp(-2 * r), (r, 0, sp.oo))


rho2_3d = r**2 * (1 - c**2)
m2, m3 = mean_2d(r**2), mean_3d(rho2_3d)
assert m2 == sp.Rational(3, 8) and m3 == 2
f2 = -r**3 / 12 - 3 * r**2 / 32
f3 = (-r**3 / 9 - r**2 / 3
      + (r**3 / 9 + r**2 / 6) * (3 * c**2 - 1) / 2)
res2 = (sp.diff(f2, r, 2) + sp.diff(f2, r) / r - 4 * sp.diff(f2, r)
        - (r**2 - m2))
res3 = (sp.diff(f3, r, 2) + 2 * sp.diff(f3, r) / r - 2 * sp.diff(f3, r)
        + sp.diff((1 - c**2) * sp.diff(f3, c), c) / r**2 - (rho2_3d - m3))
assert sp.simplify(res2) == 0 and sp.simplify(res3) == 0
quad2, quad3 = m2 / 4, m3 / 4
quart2 = mean_2d((r**2 - m2) * f2) / 16
quart3 = mean_3d((rho2_3d - m3) * f3) / 16


# --- Diagonalization in the field, Laguerre functions of 2*beta*r
def radial_basis(power, size, beta):
    t, w = roots_laguerre(64)
    n = np.arange(size)[:, None]
    norm = 1 / np.sqrt(poch(n + 1, power))
    P = norm * eval_genlaguerre(n, power, t)
    lower = eval_genlaguerre(np.maximum(n - 1, 0), power + 1, t)
    dP = np.where(n > 0, -norm * lower, 0.0)
    return t, w, P, 2 * beta * (dP - P / 2)


def energy_2d(gamma, potential, size=30, beta=1.4):
    t, w, P, slope = radial_basis(1, size, beta)
    rad = t / (2 * beta)
    V = potential(rad) + gamma**2 * rad**2 / 4
    H = (slope * w * t) @ slope.T + (P * w * t * V) @ P.T
    return np.linalg.eigvalsh(H)[0]


def energy_3d(gamma, size=20, lmax=6, beta=0.8):
    t, w, P, slope = radial_basis(2, size, beta)
    rad, wt = t / (2 * beta), w * t**2
    radial = (slope * wt) @ slope.T - 2 * (P * wt / rad) @ P.T
    centrifugal = (P * wt / rad**2) @ P.T
    rsq = (P * wt * rad**2) @ P.T
    ell = np.arange(0, lmax + 1, 2)
    u, wu = np.polynomial.legendre.leggauss(20)
    ang = np.sqrt(ell + 0.5)[:, None] * eval_legendre(ell[:, None], u)
    sin2 = (ang * wu * (1 - u**2)) @ ang.T
    H = (np.kron(np.eye(len(ell)), radial)
         + np.kron(np.diag(ell * (ell + 1.0)), centrifugal)
         + gamma**2 / 4 * np.kron(sin2, rsq))
    return np.linalg.eigvalsh(H)[0]


def coulomb(rad):
    return -2 / rad


def two_term_law(B, shift_at_B, shift_at_2B):
    """Coefficients of B^2 and B^4 that pass through two shifts."""
    s1, s2 = shift_at_B / B**2, shift_at_2B / (2 * B)**2
    return (4 * s1 - s2) / 3, (s2 - s1) / (3 * B**2)


def field_coefficients(energy, g):
    e0 = energy(0.0)
    return two_term_law(g, energy(g) - e0, energy(2 * g) - e0)


def hydrogen_2d(g):
    return energy_2d(g, coulomb)


assert abs(hydrogen_2d(0.0) + 4) < 1e-8
assert abs(energy_3d(0.0) + 1) < 1e-8
num2 = field_coefficients(hydrogen_2d, 0.05)
num3 = field_coefficients(energy_3d, 0.01)
for found, exact in ((num2, (quad2, quart2)), (num3, (quad3, quart3))):
    assert abs(found[0] / float(exact[0]) - 1) < 1e-4
    assert abs(found[1] / float(exact[1]) - 1) < 1e-2  # next order in gamma^2

# --- Model parameters in SI units
mass_ratio, eps, d_nm = 0.1, 10.0, 4.0
mu = mass_ratio * const.m_e
e, hbar = const.e, const.hbar
a = 4 * np.pi * const.epsilon_0 * eps * hbar**2 / (mu * e**2)
Ry = hbar**2 / (2 * mu * a**2)
Ry_meV = Ry / e * 1e3
gamma_per_T = e * a**2 / hbar
sigma2 = e**2 * float(m2) * a**2 / (8 * mu) / e * 1e6  # micro-eV per T^2
sigma3 = e**2 * float(m3) * a**2 / (8 * mu) / e * 1e6
for numeric, formula in ((num2[0], sigma2), (num3[0], sigma3)):
    assert abs(numeric * gamma_per_T**2 * Ry_meV * 1e3 / formula - 1) < 1e-4
g10 = 10 * gamma_per_T
exact2 = (hydrogen_2d(g10) - hydrogen_2d(0.0)) * Ry_meV
exact3 = (energy_3d(g10) - energy_3d(0.0)) * Ry_meV
small3 = (energy_3d(g10, 16, 4) - energy_3d(0.0, 16, 4)) * Ry_meV
assert abs(small3 / exact3 - 1) < 1e-3
first2, first3 = sigma2 * 0.1, sigma3 * 0.1  # meV at 10 T
assert exact2 < first2 and exact3 < first3
limit2 = np.sqrt(0.1 * float(-quad2 / quart2)) / gamma_per_T
limit3 = np.sqrt(0.1 * float(-quad3 / quart3)) / gamma_per_T

# --- Electron and hole in parallel planes: simulated data and extraction
d = d_nm * 1e-9 / a


def two_planes(rad):
    return -2 / np.sqrt(rad**2 + d**2)


def planes_energy(g):
    return energy_2d(g, two_planes)


# Zero-field wave function from finite differences, a separate method
h, points = 0.005, 5000
grid = (np.arange(points) + 0.5) * h
edge = np.arange(1, points) * h
off = -edge / (h**2 * np.sqrt(grid[:-1] * grid[1:]))
val, vec = eigh_tridiagonal(2 / h**2 + two_planes(grid), off,
                            select="i", select_range=(0, 0))
direct_sq = np.sum(vec[:, 0]**2 * grid**2) / np.sum(vec[:, 0]**2)
assert abs(val[0] - planes_energy(0.0)) < 1e-4
weak = field_coefficients(planes_energy, 0.03)[0]
assert abs(4 * weak / direct_sq - 1) < 1e-3
direct_nm = np.sqrt(direct_sq) * a * 1e9


def unrounded_shift(B):
    return Ry_meV * (planes_energy(B * gamma_per_T) - planes_energy(0.0))


def misfit(B):
    """Error in meV at 1.5 B of the two-term law taken from B and 2 B."""
    c2, c4 = two_term_law(B, unrounded_shift(B), unrounded_shift(2 * B))
    middle = 1.5 * B
    return abs(unrounded_shift(middle) - c2 * middle**2 - c4 * middle**4)


# Terms beyond B^4 matter for fields of 5 to 10 T, far less for 3 to 6 T
misfit_low, misfit_high = misfit(3.0), misfit(5.0)
assert misfit_high > 0.003 and misfit_low < misfit_high / 5

fields = np.array([0.0, 3.0, 4.5, 6.0])
readings = np.array([round(Ry_meV * planes_energy(B * gamma_per_T), 3)
                     for B in fields])
shifts = readings - readings[0]
s = shifts[1:] / fields[1:]**2 * 1e3  # micro-eV per T^2
sigma, tau = two_term_law(fields[1], shifts[1] * 1e3, shifts[3] * 1e3)
predicted = (sigma * fields[2]**2 + tau * fields[2]**4) * 1e-3


def radius_nm(coefficient):
    return np.sqrt(8 * mu * coefficient * 1e-6 / e) * 1e9


extracted = radius_nm(sigma)
assert abs(predicted - shifts[2]) < 0.003  # rounding and B^6 term
assert abs(extracted / direct_nm - 1) < 0.015  # rounding and B^6 term
assert radius_nm(s[2]) < radius_nm(s[0]) < direct_nm
assert abs(extracted - direct_nm) < abs(radius_nm(s[2]) - direct_nm)

print("2D 1s <rho^2> / a^2 =", m2)
print("3D 1s <rho^2> / a^2 =", m3)
print("2D coefficients of gamma^2, gamma^4 (Ry):", quad2, ",", quart2)
print("3D coefficients of gamma^2, gamma^4 (Ry):", quad3, ",", quart3)
print(f"2D coefficients by diagonalization (Ry): {num2[0]:.6f}, {num2[1]:.6f}")
print(f"3D coefficients by diagonalization (Ry): {num3[0]:.6f}, {num3[1]:.5f}")
print(f"reduced mass = {mass_ratio} electron masses")
print(f"relative permittivity = {eps}")
print(f"exciton Bohr radius a = {a * 1e9:.4f} nm")
print(f"exciton Rydberg Ry = {Ry_meV:.4f} meV")
print(f"gamma per tesla = {gamma_per_T:.6f} 1/T")
print(f"gamma at 10 T = {g10:.5f}")
print(f"2D root mean square radius = {np.sqrt(float(m2)) * a * 1e9:.3f} nm")
print(f"3D root mean square in-plane radius = "
      f"{np.sqrt(float(m3)) * a * 1e9:.3f} nm")
print(f"2D diamagnetic coefficient = {sigma2:.4f} micro-eV/T^2")
print(f"3D diamagnetic coefficient = {sigma3:.4f} micro-eV/T^2")
print(f"2D shift at 10 T, first order = {first2:.4f} meV")
print(f"2D shift at 10 T, diagonalization = {exact2:.4f} meV")
print(f"3D shift at 10 T, first order = {first3:.4f} meV")
print(f"3D shift at 10 T, diagonalization = {exact3:.4f} meV")
print(f"2D field where quartic/quadratic = 0.1: {limit2:.2f} T")
print(f"3D field where quartic/quadratic = 0.1: {limit3:.2f} T")
print(f"distance between the planes = {d_nm} nm = {d:.4f} a")
for B, E, shift in zip(fields, readings, shifts):
    print(f"simulated: B = {B:4.1f} T, E = {E:.3f} meV, shift = {shift:.3f} meV")
for B, ratio in zip(fields[1:], s):
    print(f"B = {B:4.1f} T: shift/B^2 = {ratio:.3f} micro-eV/T^2, "
          f"apparent radius = {radius_nm(ratio):.3f} nm")
print(f"extrapolated sigma = {sigma:.3f} micro-eV/T^2")
print(f"quartic coefficient tau = {tau:.5f} micro-eV/T^4")
print(f"two-term law at 4.5 T: shift = {predicted:.4f} meV")
print(f"unrounded misfit at 4.5 T, law from 3 and 6 T: {misfit_low:.5f} meV")
print(f"unrounded misfit at 7.5 T, law from 5 and 10 T: {misfit_high:.5f} meV")
print(f"extracted radius = {extracted:.3f} nm = {extracted / (a * 1e9):.4f} a")
print(f"radius from zero-field wave function = {direct_nm:.3f} nm")
print(f"extracted/direct radius - 1 = {100 * (extracted / direct_nm - 1):.2f} %")
print("no test failed")
```

Running it gives:

```
2D 1s <rho^2> / a^2 = 3/8
3D 1s <rho^2> / a^2 = 2
2D coefficients of gamma^2, gamma^4 (Ry): 3/32 , -159/32768
3D coefficients of gamma^2, gamma^4 (Ry): 1/2 , -53/96
2D coefficients by diagonalization (Ry): 0.093750, -0.004839
3D coefficients by diagonalization (Ry): 0.500000, -0.55088
reduced mass = 0.1 electron masses
relative permittivity = 10.0
exciton Bohr radius a = 5.2918 nm
exciton Rydberg Ry = 13.6057 meV
gamma per tesla = 0.042544 1/T
gamma at 10 T = 0.42544
2D root mean square radius = 3.241 nm
3D root mean square in-plane radius = 7.484 nm
2D diamagnetic coefficient = 2.3087 micro-eV/T^2
3D diamagnetic coefficient = 12.3130 micro-eV/T^2
2D shift at 10 T, first order = 0.2309 meV
2D shift at 10 T, diagonalization = 0.2288 meV
3D shift at 10 T, first order = 1.2313 meV
3D shift at 10 T, diagonalization = 1.0768 meV
2D field where quartic/quadratic = 0.1: 32.67 T
3D field where quartic/quadratic = 0.1: 7.07 T
distance between the planes = 4.0 nm = 0.7559 a
simulated: B =  0.0 T, E = -14.059 meV, shift = 0.000 meV
simulated: B =  3.0 T, E = -13.912 meV, shift = 0.147 meV
simulated: B =  4.5 T, E = -13.735 meV, shift = 0.324 meV
simulated: B =  6.0 T, E = -13.498 meV, shift = 0.561 meV
B =  3.0 T: shift/B^2 = 16.333 micro-eV/T^2, apparent radius = 8.619 nm
B =  4.5 T: shift/B^2 = 16.000 micro-eV/T^2, apparent radius = 8.531 nm
B =  6.0 T: shift/B^2 = 15.583 micro-eV/T^2, apparent radius = 8.419 nm
extrapolated sigma = 16.583 micro-eV/T^2
quartic coefficient tau = -0.02778 micro-eV/T^4
two-term law at 4.5 T: shift = 0.3244 meV
unrounded misfit at 4.5 T, law from 3 and 6 T: 0.00061 meV
unrounded misfit at 7.5 T, law from 5 and 10 T: 0.00619 meV
extracted radius = 8.685 nm = 1.6412 a
radius from zero-field wave function = 8.715 nm
extracted/direct radius - 1 = -0.35 %
no test failed
```
